# Rate-weighted moment matching in a Callaway phonon solver: verification in Python

```python
"""Callaway phonon solver with frequency-dependent normal scattering.

Result under test: the normal term -rN*(f-fN) conserves energy and momentum
when the displaced Bose function fN is matched to f with moments weighted by
the normal rate rN. Unweighted moments conserve other quantities and give a
wrong end state and a wrong thermal conductivity. For a finite exponential
step h the conserving weight is 1-exp(-rN*h).

Symbols: x = phonon energy / (k * cold temperature), mu = direction cosine,
g = quadrature weight times density of states, b = cold temperature / T,
l = b * drift / sound speed, fN = 1/(exp(x*(b-l*mu))-1), rR = resistive rate.
Times are in us and lengths in mm unless a name says otherwise.
"""
import numpy as np
from scipy.constants import k, hbar, e, atomic_mass
from scipy.integrate import solve_ivp

T_COLD, T_HOT = 15.0, 20.0      # K
SPEED, WIDTH = 4.0, 5.0         # mm/us, mm
A_NORMAL, B_DEFECT = 0.6, 0.002  # 1/us
FLIGHT = 2.0                    # us, time over which defects filter the pulse
SPACING = 2.3                   # angstrom, rough distance between neighbours
MEAN_MASS = 21.0                # atomic mass units, rough mean over Na and F


def grid(nx, nhalf, xmax):
    """Mode grid; the direction average is split at mu = 0."""
    s, ws = np.polynomial.legendre.leggauss(nx)
    d, wd = np.polynomial.legendre.leggauss(nhalf)
    x, wx = xmax * (s + 1) / 2, xmax * ws / 2
    mu = np.concatenate([(d - 1) / 2, (d + 1) / 2])
    wmu = np.concatenate([wd, wd]) / 4
    xx, mm = np.meshgrid(x, mu, indexing="ij")
    return xx.ravel(), mm.ravel(), np.outer(x**2 * wx, wmu).ravel()


def normal(x):
    return A_NORMAL * x**2


def resistive(x):
    return SPEED / WIDTH + B_DEFECT * x**4


def pulse(x, mu):
    cold = 1 / np.expm1(x)
    hot = 1 / np.expm1(x * T_COLD / T_HOT)
    return cold + (mu > 0) * np.exp(-FLIGHT * B_DEFECT * x**4) * (hot - cold)


def hessian(x, mu, weight, n):
    s = weight * x**2 * n * (1 + n)
    return np.array([[s.sum(), -(s @ mu)], [-(s @ mu), s @ mu**2]])


def match(f, modes, weight, drift=True):
    """Damped Newton search for b and l from weighted moments of f."""
    x, mu, _ = modes
    w = weight * x
    energy, momentum = w @ f, (w * mu) @ f

    def potential(b, l):
        y = x * (b - l * mu)
        return -weight @ np.log(-np.expm1(-y)) + b * energy - l * momentum

    b, l = 1.0, 0.0
    for _ in range(60):
        n = 1 / np.expm1(x * (b - l * mu))
        grad = np.array([w @ (f - n), (w * mu) @ (n - f)])
        hess = hessian(x, mu, weight, n)
        if drift:
            step = -np.linalg.solve(hess, grad)
        else:
            step = np.array([-grad[0] / hess[0, 0], 0.0])
        old = potential(b, l)
        for _ in range(60):
            bn, ln = b + step[0], l + step[1]
            if abs(ln) < bn and potential(bn, ln) <= old + 1e-12 * abs(old):
                break
            step = step / 2
        b, l = bn, ln
        if np.max(np.abs(step)) < 1e-9:
            return b, l, 1 / np.expm1(x * (b - l * mu))
    raise RuntimeError("moment matching did not converge")


def channel(f, modes, rate, weight, drift=True):
    return -rate * (f - match(f, modes, weight, drift)[2])


def channel_jacobian(f, modes, rate, weight, drift=True):
    x, mu, _ = modes
    n = match(f, modes, weight, drift)[2]
    hess, w = hessian(x, mu, weight, n), weight * x
    if drift:
        resp = np.linalg.solve(hess, np.vstack([-w, w * mu]))
    else:
        resp = np.vstack([-w / hess[0, 0], 0 * w])
    slope = x * n * (1 + n)
    dn = np.outer(-slope, resp[0]) + np.outer(slope * mu, resp[1])
    return rate[:, None] * dn - np.diag(rate)


def relax(f, modes, channels, duration):
    sol = solve_ivp(
        lambda t, y: sum(channel(y, modes, *c) for c in channels),
        (0, duration), f, method="Radau", rtol=1e-9, atol=1e-12,
        jac=lambda t, y: sum(channel_jacobian(y, modes, *c)
                             for c in channels))
    assert sol.success
    return sol.y[:, -1]


def march(f, modes, rate, duration, steps, conserving):
    """Exponential steps with the matched distribution held in each step."""
    h = duration / steps
    weight = modes[2] * (-np.expm1(-rate * h) if conserving else rate)
    for _ in range(steps):
        n = match(f, modes, weight)[2]
        f = n + (f - n) * np.exp(-rate * h)
    return f


# ---- relaxation of the pulse: end states from time integration ----
modes = grid(24, 4, 30.0)
x, mu, g = modes
rN, rR = normal(x), resistive(x)
f0 = pulse(x, mu)
E0, P0 = (g * x) @ f0, (g * x * mu) @ f0
probe = x < 15


def exponent_error(f, b, l):
    return np.max(np.abs(np.log1p(1 / f) / x - (b - l * mu))[probe])


end_good = relax(f0, modes, [(rN, g * rN)], 1e4)
ratio = P0 / E0
beta = (2 - np.sqrt(4 - 3 * ratio**2)) / ratio
b_closed = (np.pi**4 / 15 * (1 + beta**2 / 3) / (1 - beta**2)**3 / E0)**0.25
err_good = exponent_error(end_good, b_closed, beta * b_closed)
assert err_good < 1e-4

end_bad = relax(f0, modes, [(rN, g)], 1e4)
b_bad, l_bad, _ = match(f0, modes, g / rN)
err_bad = exponent_error(end_bad, b_bad, l_bad)
assert err_bad < 1e-4
assert abs((g * x) @ end_bad / E0 - 1) > 1e-3

end_both = relax(f0, modes, [(rN, g * rN), (rR, g * rR, False)], 1e4)
b_rest = (np.pi**4 / 15 / E0)**0.25
err_both = exponent_error(end_both, b_rest, 0.0)
assert err_both < 1e-4

# with a constant normal time the unweighted matching is harmless
flat = relax(f0, modes, [(np.full_like(x, 5.0), g)], 20.0)
assert abs((g * x) @ flat / E0 - 1) < 1e-6

# ---- order of the two finite-step schemes ----
reference = relax(f0, modes, [(rN, g * rN)], 0.5)
order = {}
for conserving in (True, False):
    err = [(g * x) @ np.abs(march(f0, modes, rN, 0.5, s, conserving)
                            - reference) for s in (100, 200)]
    order[conserving] = err[0] / err[1]
assert 3.4 < order[True] < 4.6
assert 1.7 < order[False] < 2.3
coarse_drift = (g * x) @ march(f0, modes, rN, 0.5, 5, False) / E0 - 1
coarse_kept = (g * x) @ march(f0, modes, rN, 0.5, 5, True) / E0 - 1
assert abs(coarse_kept) < 1e-10 < abs(coarse_drift)

# ---- spectrum of the linearized operator by finite differences ----
small = grid(10, 3, 12.0)
xs, ms, gs = small
bose = 1 / np.expm1(xs)
n1 = bose * (1 + bose)


def linear_operator(weight):
    cols, eps = [], 1e-4
    for j in range(len(xs)):
        df = np.zeros_like(xs)
        df[j] = eps * n1[j]
        up = channel(bose + df, small, normal(xs), weight)
        down = channel(bose - df, small, normal(xs), weight)
        cols.append(-gs * (up - down) / (2 * eps))
    scale = np.sqrt(gs * n1)
    return np.array(cols).T / np.outer(scale, scale)


op_good = linear_operator(gs * normal(xs))
op_bad = linear_operator(gs)
eig_good = np.linalg.eigvalsh((op_good + op_good.T) / 2)
eig_bad = np.linalg.eigvalsh((op_bad + op_bad.T) / 2)
asym_good = np.max(np.abs(op_good - op_good.T))
asym_bad = np.max(np.abs(op_bad - op_bad.T))
zero_modes = int(np.sum(np.abs(eig_good) < 1e-3))
assert asym_good < 1e-3 < asym_bad
assert zero_modes == 2 and eig_good[0] > -1e-3
assert eig_bad[0] < -1e-2


# ---- conductivity in a uniform temperature gradient ----
def spectrum(nx):
    s, ws = np.polynomial.legendre.leggauss(nx)
    xx = 20.0 * (s + 1)
    n = 1 / np.expm1(xx)
    c = ws * xx**4 * n * (1 + n)
    return xx, c / c.sum(), 20.0 * c.sum()


def conduct(c, speed, rn, rr, weighted=True):
    """Return <v*v*time> and the share of the drive taken by friction."""
    speed = speed * np.ones_like(c)
    w = rn if weighted else np.ones_like(c)
    a_drive = speed / (rn + rr)
    a_drift = rn / speed / (rn + rr)
    drift = ((w * c * a_drive / speed).sum()
             / (w * c * (1 / speed - a_drift) / speed).sum())
    a = a_drive + drift * a_drift
    return c @ (speed * a), c @ (a * rr / speed)


def source_iteration(rr, weighted):
    """Nonlinear solver in a weak gradient; returns the mean time in us."""
    m = grid(40, 4, 30.0)
    y, d, q = m
    rn, n = normal(y), 1 / np.expm1(y)
    rr = rr(y)
    gamma = 1e-5
    drive = gamma * y * d * n * (1 + n)
    f = n.copy()
    for _ in range(400):
        fn = match(f, m, q * rn if weighted else q)[2]
        fr = match(f, m, q * rr, False)[2]
        f = (rn * fn + rr * fr - drive) / (rn + rr)
    return -(q * y * d) @ f / (gamma * (q * y**2 * d**2 * n * (1 + n)).sum())


xk, ck, heat_integral = spectrum(400)
nk, rk = normal(xk), resistive(xk)
tc = 1 / (nk + rk)


def avg(values):
    return ck @ values


time_w = avg(tc) + avg(tc * nk)**2 / avg(tc * nk * rk)
time_u = avg(tc) + avg(tc) * avg(tc * nk) / avg(tc * rk)
iter_w = source_iteration(resistive, True)
iter_u = source_iteration(resistive, False)
assert abs(iter_w / time_w - 1) < 1e-5
assert abs(iter_u / time_u - 1) < 1e-5
flux_w, friction_w = conduct(ck, SPEED, nk, rk)
flux_u, friction_u = conduct(ck, SPEED, nk, rk, False)
assert abs(flux_w / SPEED**2 / iter_w - 1) < 1e-5
assert abs(flux_u / SPEED**2 / iter_u - 1) < 1e-5
assert abs(friction_w - 1) < 1e-10 and abs(friction_u - 1) > 0.01


def wall_only(y):
    return np.full_like(y, SPEED / WIDTH)


hidden = source_iteration(wall_only, False)
assert abs(hidden * SPEED / WIDTH - 1) < 1e-5

# strong normal scattering: compare with a random conserving operator
limit_w = 1 / avg(rk)
limit_u = avg(1 / nk) / avg(rk / nk)
xr, cr, _ = spectrum(40)
z = np.random.default_rng(7).normal(size=(40, 40))
z -= z.mean(axis=0)
phi = np.linalg.solve(np.diag(cr * resistive(xr)) + 1e6 * z @ z.T, cr)
limit_random = cr @ phi
assert abs(limit_random / limit_w - 1) < 1e-4
strong = [conduct(ck, SPEED, 1e6 * nk, rk, w)[0] / SPEED**2
          for w in (True, False)]
assert abs(strong[0] / limit_w - 1) < 3e-3
assert abs(strong[1] / limit_u - 1) < 3e-3

# ---- physical scales and the worked pulse on finer grids ----
v_si = SPEED * 1e3
kt = k * T_COLD
density = 3 / (2 * np.pi**2) * kt**3 / (hbar * v_si)**3
heat_capacity = density * k * heat_integral
assert abs(heat_capacity / (0.4 * np.pi**2 * k
                            * (kt / hbar / v_si)**3) - 1) < 1e-6
kappa_w = heat_capacity * flux_w / 3
kappa_u = heat_capacity * flux_u / 3
xc, cc, _ = spectrum(200)
kappa_shift = conduct(cc, SPEED, normal(xc), resistive(xc))[0] / flux_w - 1


def pulse_numbers(nx, nhalf):
    m = grid(nx, nhalf, 30.0)
    y, d, q = m
    f, r = pulse(y, d), normal(y)
    en, mo = (q * y) @ f, (q * y * d) @ f
    now, true, false = (match(f, m, w) for w in (q * r, q, q / r))
    cold = (q * y) @ (1 / np.expm1(y))
    de = (q * y) @ (-r * (f - true[2]))
    dp = (q * y * d) @ (-r * (f - true[2]))
    return dict(now=now, true=true, false=false, energy=en, cold=cold,
                erate=de / en, prate=dp / mo,
                egain=(q * y) @ false[2] / en - 1,
                pgain=(q * y * d) @ false[2] / mo - 1)


p = pulse_numbers(80, 8)
fine = pulse_numbers(160, 16)
to_ev = density * kt / e * 1e-18

# ---- effects left out of the model ----
ratio_lt = 1.7
v_t = SPEED * ((2 + ratio_lt**-3) / 3)**(1 / 3)
v_l = ratio_lt * v_t
share = np.array([2 / v_t**3, 1 / v_l**3])
share /= share.sum()
cb = np.concatenate([share[0] * ck, share[1] * ck])
vb = np.repeat([v_t, v_l], len(ck))
xb = np.concatenate([xk, xk])
rb = vb / WIDTH + B_DEFECT * xb**4
branch_w, branch_friction = conduct(cb, vb, normal(xb), rb)
branch_u = conduct(cb, vb, normal(xb), rb, False)[0]
assert abs(branch_friction - 1) < 1e-10

debye = hbar * v_si * (6 * np.pi**2)**(1 / 3) / (SPACING * 1e-10) / k
omega = xk * kt / hbar
umklapp = (hbar * omega**2 * T_COLD * np.exp(-debye / (3 * T_COLD))
           / (MEAN_MASS * atomic_mass * v_si**2 * debye)) * 1e-6
with_umklapp = conduct(ck, SPEED, nk, rk + umklapp)[0] / flux_w - 1
chain = 4 * kt / hbar * SPACING * 1e-10 / (2 * v_si)
slowing = 1 - np.sqrt(1 - chain**2)
node, wnode = np.polynomial.legendre.leggauss(8)
shear = (wnode @ (node**2 * (1 - node**2))) / (wnode @ (1 - node**2))
viscosity = shear * SPEED**2 * avg(1 / nk)
wall_drag = 8 * viscosity / (WIDTH / 2)**2
viscous = conduct(ck, SPEED, nk, wall_drag + B_DEFECT * xk**4)[0] / flux_w - 1
rate_change = (1 / fine["true"][0])**3 - 1


def show(label, value, unit="", fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("cold temperature", T_COLD, "K")
show("heater temperature", T_HOT, "K")
show("thermal energy kT at cold temperature", kt / e, "eV")
show("sound speed", SPEED, "mm/us")
show("rod width", WIDTH, "mm")
show("normal rate coefficient of x^2", A_NORMAL, "1/us")
show("defect rate coefficient of x^4", B_DEFECT, "1/us")
show("defect filter time of pulse", FLIGHT, "us")
show("normal time at x=4", 1 / normal(4.0), "us")
show("resistive time at x=4", 1 / resistive(4.0), "us")
show("pulse+background energy density", fine["energy"] * to_ev, "eV/um^3")
show("background energy density", fine["cold"] * to_ev, "eV/um^3")
for key, label in (("now", "initial, rate-weighted"),
                   ("true", "initial unweighted = true final"),
                   ("false", "false final of unweighted solver")):
    b, l, _ = fine[key]
    print(f"{label}: T = {T_COLD / b:.4f} K, drift/speed = {l / b:.5f}")
show("unweighted initial energy rate", 100 * fine["erate"], "%/us")
show("unweighted initial momentum rate", 100 * fine["prate"], "%/us")
show("unweighted final energy error", 100 * fine["egain"], "%")
show("unweighted final momentum error", 100 * fine["pgain"], "%")
show("grid shift of final energy error",
     100 * (fine["egain"] - p["egain"]), "percentage points", ".1e")
print(f"end-state exponent errors: weighted {err_good:.1e}, "
      f"unweighted {err_bad:.1e}, with resistive {err_both:.1e}")
show("error ratio on halving step, step weight", order[True], "", ".3f")
show("error ratio on halving step, rate weight", order[False], "", ".3f")
show("energy drift, rate weight, 5 steps of 0.1 us", 100 * coarse_drift, "%")
show("energy drift, step weight, same steps", 100 * coarse_kept, "%", ".1e")
show("zero modes of weighted operator", zero_modes, "", "d")
show("lowest eigenvalue, unweighted symmetric part", eig_bad[0], "1/us")
show("heat capacity", heat_capacity, "J/(m^3 K)")
show("mean time, weighted formula", time_w, "us", ".6f")
show("mean time, weighted iteration", iter_w, "us", ".6f")
show("mean time, unweighted formula", time_u, "us", ".6f")
show("mean time, unweighted iteration", iter_u, "us", ".6f")
show("conductivity, weighted", kappa_w, "W/(m K)")
show("conductivity, weighted", kappa_w / e * 1e-22, "eV/(ps angstrom K)")
show("conductivity, unweighted", kappa_u, "W/(m K)")
show("grid shift of weighted conductivity", 100 * kappa_shift, "%", ".1e")
show("false momentum source / drive", friction_u - 1)
for factor in (0.1, 1.0, 10.0, 100.0):
    pair = [conduct(ck, SPEED, factor * nk, rk, w)[0] for w in (False, True)]
    show(f"unweighted/weighted, normal rate x {factor:g}", pair[0] / pair[1])
show("strong-normal time, weighted", limit_w, "us", ".5f")
show("strong-normal time, random operator", limit_random, "us", ".5f")
show("strong-normal time, unweighted", limit_u, "us", ".5f")
show("constant resistive time, unweighted iteration", hidden, "us", ".5f")
print(f"branch speeds used for estimate: {v_t:.3f}, {v_l:.3f} mm/us")
show("conductivity change from branch speeds",
     100 * (branch_w / flux_w - 1), "%")
show("unweighted/weighted with branch speeds", branch_u / branch_w)
show("Debye temperature from spacing and speed", debye, "K")
show("conductivity change from umklapp", 100 * with_umklapp, "%")
show("group-speed loss from dispersion at x=4", 100 * slowing, "%")
show("viscous wall-drag rate", wall_drag, "1/us")
show("conductivity change from viscous wall drag", 100 * viscous, "%")
show("normal-rate change in pulse if rate ~ T^3", 100 * rate_change, "%")
print("checks complete")
```

Running it gives:

```
cold temperature: 15 K
heater temperature: 20 K
thermal energy kT at cold temperature: 0.001293 eV
sound speed: 4 mm/us
rod width: 5 mm
normal rate coefficient of x^2: 0.6 1/us
defect rate coefficient of x^4: 0.002 1/us
defect filter time of pulse: 2 us
normal time at x=4: 0.1042 us
resistive time at x=4: 0.7622 us
pulse+background energy density: 1.92e+05 eV/um^3
background energy density: 1.51e+05 eV/um^3
initial, rate-weighted: T = 15.3041 K, drift/speed = 0.02978
initial unweighted = true final: T = 15.8444 K, drift/speed = 0.08039
false final of unweighted solver: T = 16.7439 K, drift/speed = 0.16326
unweighted initial energy rate: 282.3 %/us
unweighted initial momentum rate: 1360 %/us
unweighted final energy error: 33.53 %
unweighted final momentum error: 169.4 %
grid shift of final energy error: 5.8e-13 percentage points
end-state exponent errors: weighted 2.0e-09, unweighted 8.7e-13, with resistive 1.4e-09
error ratio on halving step, step weight: 3.996
error ratio on halving step, rate weight: 1.987
energy drift, rate weight, 5 steps of 0.1 us: -7.593 %
energy drift, step weight, same steps: 4.4e-14 %
zero modes of weighted operator: 2
lowest eigenvalue, unweighted symmetric part: -2.037 1/us
heat capacity: 6450 J/(m^3 K)
mean time, weighted formula: 0.345554 us
mean time, weighted iteration: 0.345554 us
mean time, unweighted formula: 0.701605 us
mean time, unweighted iteration: 0.701605 us
conductivity, weighted: 1.189e+04 W/(m K)
conductivity, weighted: 7.419 eV/(ps angstrom K)
conductivity, unweighted: 2.414e+04 W/(m K)
grid shift of weighted conductivity: 3.3e-13 %
false momentum source / drive: 1.32
unweighted/weighted, normal rate x 0.1: 1.226
unweighted/weighted, normal rate x 1: 2.03
unweighted/weighted, normal rate x 10: 2.826
unweighted/weighted, normal rate x 100: 3.068
strong-normal time, weighted: 0.25529 us
strong-normal time, random operator: 0.25529 us
strong-normal time, unweighted: 0.80302 us
constant resistive time, unweighted iteration: 1.25000 us
branch speeds used for estimate: 3.609, 6.135 mm/us
conductivity change from branch speeds: -9.09 %
unweighted/weighted with branch speeds: 2.049
Debye temperature from spacing and speed: 517.8 K
conductivity change from umklapp: -0.1325 %
group-speed loss from dispersion at x=4: 2.584 %
viscous wall-drag rate: 0.8646 1/us
conductivity change from viscous wall drag: -2.454 %
normal-rate change in pulse if rate ~ T^3: 17.86 %
checks complete
```
